# Low-field resistance of a hemispherical amorphous shell in a phase-change cell: a numerical check

```python
"""Low-field resistance of a hemispherical amorphous shell around a heater tip.

Result under test:  R = rho/(2 pi) * (1/a - 1/b)  ->  rho/(2 pi a) as b grows.
a: contact radius, b: outer radius of the amorphous shell, u = b - a,
rho: amorphous resistivity.  The flat plane around the tip is insulating and
the outer surface is an equipotential.  The independent road is a finite-element
solution of Laplace's equation in cylindrical coordinates (s, z).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

N_THETA = 100
N_LAYERS = 160


def shell_resistance(rho, a, b):
    """Derived formula for the half-shell."""
    return rho / (2 * np.pi) * (1 / a - 1 / b)


def fem_solution(horizontal, vertical, layer_rho):
    """Resistance and nodal potential between the first and last surface.

    Mesh surfaces are half-ellipsoids with the given semi-axes; the potential
    is 1 on the first and 0 on the last.  The plane z = 0 is insulating.
    """
    theta = np.linspace(0, np.pi / 2, N_THETA + 1)
    s = np.outer(horizontal, np.sin(theta)).ravel()
    z = np.outer(vertical, np.cos(theta)).ravel()
    shape = (len(horizontal), N_THETA + 1)
    node = np.arange(s.size).reshape(shape)
    p, q = node[:-1, :-1].ravel(), node[1:, :-1].ravel()
    v, w = node[:-1, 1:].ravel(), node[1:, 1:].ravel()
    tri = np.vstack([np.column_stack([p, q, v]), np.column_stack([q, w, v])])
    rho = np.tile(np.repeat(layer_rho, N_THETA), 2)
    st, zt = s[tri], z[tri]
    ds = np.roll(st, -2, axis=1) - np.roll(st, -1, axis=1)
    dz = np.roll(zt, -1, axis=1) - np.roll(zt, -2, axis=1)
    area = 0.5 * np.abs((st[:, 1] - st[:, 0]) * (zt[:, 2] - zt[:, 0])
                        - (st[:, 2] - st[:, 0]) * (zt[:, 1] - zt[:, 0]))
    assert area.min() > 0
    weight = 2 * np.pi * st.mean(axis=1) / (4 * area * rho)
    local = weight[:, None, None] * (dz[:, :, None] * dz[:, None, :]
                                     + ds[:, :, None] * ds[:, None, :])
    rows = np.repeat(tri, 3, axis=1).ravel()
    cols = np.tile(tri, (1, 3)).ravel()
    matrix = coo_matrix((local.ravel(), (rows, cols)),
                        shape=(s.size, s.size)).tocsr()
    phi = np.zeros(s.size)
    phi[node[0]] = 1.0
    free = node[1:-1].ravel()
    load = -(matrix @ phi)[free]
    phi[free] = spsolve(matrix[free][:, free].tocsc(), load)
    conductance = phi @ (matrix @ phi)
    return 1 / conductance, phi.reshape(shape)


def fem_hemisphere(ratio):
    """Half-shell with a = 1, b = ratio, rho = 1."""
    radii = np.geomspace(1, ratio, N_LAYERS + 1)
    resistance, phi = fem_solution(radii, radii, np.ones(N_LAYERS))
    return resistance, phi, radii


def fem_disc(ratio):
    """Flat disc heater of radius 1 under a hemispherical dome of radius ratio."""
    vertical = np.sinh(np.linspace(0, np.arcsinh(ratio), N_LAYERS + 1))
    horizontal = np.sqrt(1 + vertical**2 * (1 - 1 / ratio**2))
    return fem_solution(horizontal, vertical, np.ones(N_LAYERS))[0]


# Example parameters: rough typical values for a Ge2Sb2Te5 mushroom cell
nm = 1e-9
a, u = 20 * nm, 30 * nm
b = a + u
rho_am = 100 * 1e-2          # ohm m, from 100 ohm cm
rho_cr = 0.01 * 1e-2         # ohm m, from 0.01 ohm cm
v_read, temp = 0.1, 300.0    # V, K
trap_spacing = 5 * nm
field_threshold = 0.5e8      # V/m, from 0.5 MV/cm
activation = 0.3             # eV
temp_hot = 85 + const.zero_Celsius
drift_exponent = 0.1
kappa_am = 0.2               # W/(m K)
heater_rho, heater_length = 1e-5, 100 * nm   # ohm m, m
MV_CM = 1e8                  # V/m in one MV/cm

# Test: resistance of the half-shell from the field solution
for ratio in (1.2, b / a, 10.0):
    fem_r = fem_hemisphere(ratio)[0]
    assert abs(fem_r / shell_resistance(1, 1, ratio) - 1) < 1e-3

# Test: potential is radial and has the derived form; contact field
fem_r_example, phi, radii = fem_hemisphere(b / a)
phi_formula = (1 / radii - a / b) / (1 - a / b)
phi_error = np.max(np.abs(phi - phi_formula[:, None]))
assert phi_error < 1e-3
fem_field = -np.gradient(phi[:, N_THETA // 2], radii, edge_order=2)[0]
assert abs(fem_field * (1 - a / b) - 1) < 0.01

# Test: thin shell acts as a slab of area 2 pi a^2
thin = 0.01
thin_ratio = fem_hemisphere(1 + thin)[0] / (thin / (2 * np.pi))
assert abs(thin_ratio - 1) < 0.015

# Test: saturation, with a missing fraction a/b
thick = 20.0
fem_fraction_thick = fem_hemisphere(thick)[0] * 2 * np.pi
assert abs((1 - fem_fraction_thick) * thick - 1) < 0.05

# Test: a less resistive outer shell adds in series
half = N_LAYERS // 2
two_shells = np.concatenate([np.geomspace(1, 2, half + 1),
                             np.geomspace(2, 4, half + 1)[1:]])
layer_rho = np.repeat([1.0, 0.1], half)
fem_series = fem_solution(two_shells, two_shells, layer_rho)[0]
series = shell_resistance(1, 1, 2) + shell_resistance(0.1, 2, 4)
assert abs(fem_series / series - 1) < 1e-3

# Test: flat disc heater against its known spreading resistance
disc_thick = fem_disc(thick)
assert abs(disc_thick / (0.25 - 1 / (2 * np.pi * thick)) - 1) < 0.01

# Worked example, ohmic model
r_shell = shell_resistance(rho_am, a, b)
r_limit = rho_am / (2 * np.pi * a)
i_read = v_read / r_shell
field_contact = v_read / (a * (1 - a / b))

# Hopping conduction J = (F0/rho) sinh(F/F0)
field_scale = 2 * const.k * temp / (const.e * trap_spacing)


def current_ratio(voltage):
    """Current of the hopping law divided by the ohmic current."""
    ohmic = voltage / r_shell

    def excess(multiple):
        strength = rho_am * multiple * ohmic / (2 * np.pi * field_scale)
        total = quad(lambda x: a * field_scale
                     * np.arcsinh(strength / (a * x)**2), 1, b / a,
                     epsabs=1e-13, epsrel=1e-11)[0]
        return total / voltage - 1
    return brentq(excess, 0.5, 20)


def leading_excess(voltage):
    """Derived first correction to the ohmic current, as a fraction."""
    x = voltage / (a * (1 - a / b) * field_scale)
    return x**2 / 30 * (1 - (a / b)**5) / (1 - a / b)


assert abs(current_ratio(1e-3) - 1) < 1e-3
small_v = 0.02
assert abs((current_ratio(small_v) - 1) / leading_excess(small_v) - 1) < 0.05
hop_ratio = current_ratio(v_read)

# Sizes of the other neglected effects
r_disc = fem_disc(b / a) * rho_am / a
r_crystal = rho_cr / (2 * np.pi * b)
r_heater = heater_rho * heater_length / (np.pi * a**2)
k_ev = const.k / const.e
hot_factor = np.exp(activation / k_ev * (1 / temp - 1 / temp_hot))
drift_factor = 10**drift_exponent
power = v_read**2 / r_shell
heating = power * shell_resistance(1 / kappa_am, a, b)

print("INPUTS (rough typical values)")
print(f"contact radius a = {a/nm:.0f} nm")
print(f"shell thickness u = {u/nm:.0f} nm, outer radius b = {b/nm:.0f} nm")
print(f"amorphous resistivity = {rho_am*100:.0f} ohm cm")
print(f"crystalline resistivity = {rho_cr*100:.2f} ohm cm")
print(f"read voltage = {v_read:.1f} V, temperature = {temp:.0f} K")
print("OHMIC MODEL")
print(f"shell resistance R = {r_shell/1e6:.3f} Mohm")
print(f"same from finite elements = {fem_r_example*rho_am/a/1e6:.3f} Mohm")
print(f"thick-shell limit = {r_limit/1e6:.3f} Mohm")
print(f"R / limit = {r_shell/r_limit:.3f}")
print(f"read current = {i_read*1e9:.2f} nA")
print(f"contact field = {field_contact/MV_CM:.4f} MV/cm")
print(f"outer-surface field = {field_contact*(a/b)**2/MV_CM:.4f} MV/cm")
print(f"contact field, thick limit = {v_read/a/MV_CM:.4f} MV/cm")
print("THICKNESS u (nm), R (Mohm), slab estimate (Mohm), R/limit")
for u_nm in (5, 10, 20, 30, 60, 180):
    r_u = shell_resistance(rho_am, a, a + u_nm * nm)
    slab = rho_am * u_nm * nm / (2 * np.pi * a**2)
    print(f"{u_nm:4d} {r_u/1e6:8.3f} {slab/1e6:8.3f} {r_u/r_limit:7.3f}")
print("FINITE-ELEMENT CHECKS")
print(f"largest potential error / V = {phi_error:.1e}")
print(f"thin shell u/a = {thin:.2f}: R / slab = {thin_ratio:.4f}")
print(f"thick shell b/a = {thick:.0f}: R / limit = {fem_fraction_thick:.4f}")
print("NEGLECTED EFFECTS")
print(f"flat disc heater, same a and b: R = {r_disc/1e6:.2f} Mohm")
print(f"flat disc / hemisphere = {r_disc/r_shell:.2f}")
print(f"trap spacing = {trap_spacing/nm:.0f} nm")
print(f"hopping field scale F0 = {field_scale/MV_CM:.4f} MV/cm")
print(f"contact field / F0 = {field_contact/field_scale:.3f}")
print(f"hopping current / ohmic current = {hop_ratio:.4f}")
print(f"leading-order estimate of it = {1+leading_excess(v_read):.4f}")
print(f"rough threshold field = {field_threshold/MV_CM:.1f} MV/cm")
print(f"contact field / threshold = {field_contact/field_threshold:.3f}")
print(f"crystalline series resistance = {r_crystal:.0f} ohm")
print(f"heater resistivity = {heater_rho*1e5:.1f} mohm cm")
print(f"heater length = {heater_length/nm:.0f} nm")
print(f"heater series resistance = {r_heater:.0f} ohm")
print(f"activation energy = {activation:.1f} eV")
print(f"R(300 K) / R({temp_hot:.0f} K) = {hot_factor:.2f}")
print(f"drift exponent = {drift_exponent:.1f}")
print(f"drift factor per decade of time = {drift_factor:.2f}")
print(f"read power = {power*1e9:.2f} nW")
print(f"amorphous thermal conductivity = {kappa_am:.1f} W/(m K)")
print(f"self-heating, upper estimate = {heating:.3f} K")
print("all assertions hold")
```

It prints:

```
INPUTS (rough typical values)
contact radius a = 20 nm
shell thickness u = 30 nm, outer radius b = 50 nm
amorphous resistivity = 100 ohm cm
crystalline resistivity = 0.01 ohm cm
read voltage = 0.1 V, temperature = 300 K
OHMIC MODEL
shell resistance R = 4.775 Mohm
same from finite elements = 4.775 Mohm
thick-shell limit = 7.958 Mohm
R / limit = 0.600
read current = 20.94 nA
contact field = 0.0833 MV/cm
outer-surface field = 0.0133 MV/cm
contact field, thick limit = 0.0500 MV/cm
THICKNESS u (nm), R (Mohm), slab estimate (Mohm), R/limit
   5    1.592    1.989   0.200
  10    2.653    3.979   0.333
  20    3.979    7.958   0.500
  30    4.775   11.937   0.600
  60    5.968   23.873   0.750
 180    7.162   71.620   0.900
FINITE-ELEMENT CHECKS
largest potential error / V = 1.4e-04
thin shell u/a = 0.01: R / slab = 0.9901
thick shell b/a = 20: R / limit = 0.9499
NEGLECTED EFFECTS
flat disc heater, same a and b: R = 9.30 Mohm
flat disc / hemisphere = 1.95
trap spacing = 5 nm
hopping field scale F0 = 0.1034 MV/cm
contact field / F0 = 0.806
hopping current / ohmic current = 1.0340
leading-order estimate of it = 1.0357
rough threshold field = 0.5 MV/cm
contact field / threshold = 0.167
crystalline series resistance = 318 ohm
heater resistivity = 1.0 mohm cm
heater length = 100 nm
heater series resistance = 796 ohm
activation energy = 0.3 eV
R(300 K) / R(358 K) = 6.58
drift exponent = 0.1
drift factor per decade of time = 1.26
read power = 2.09 nW
amorphous thermal conductivity = 0.2 W/(m K)
self-heating, upper estimate = 0.050 K
all assertions hold
```
